# Cost of Bethe-Salpeter optical spectra: diagonalization versus Lanczos iteration, part 2

An optical spectrum is to be computed from the Bethe-Salpeter equation (Tamm-Dancoff approximation) with \(N_v=4\) valence bands, \(N_c=4\) conduction bands and \(N_k=20^3\) k points. We compare the memory and operations of diagonalization and Lanczos-Haydock iteration. Hartree atomic units are used. A complex number takes 16 bytes, a complex multiply-add (cmadd) 8 flops.

The Hermitian matrix \(H\), of dimension \(N=N_vN_cN_k\), contains transition energies plus \(2K^x-K^d\) (exchange and screened attraction). With the normalized dipole vector \(d\), \(z=\omega+i\eta\) and broadening \(\eta\), \(G(z)=d^\dagger (z-H)^{-1}d\) and \(S(\omega)=-\mathrm{Im}\,G/\pi\).

**Diagonalization.** Householder reduction (reflection vectors \(u\), remaining blocks \(B\)) costs \(\tfrac23N^3\) cmadd; its products \(Bu\) read \(\tfrac83N^3\) bytes. Back-transforming all eigenvectors costs \(N^3\) cmadd.

**Iteration.** \(M\) steps from \(q_1=d\) give orthonormal \(q_j\), the columns of \(Q\), and a tridiagonal \(T\), with \(G_M=[(z-T)^{-1}]_{11}\) and \(H^jd=QT^je_1\) for \(j\le M-1\). A stored product costs \(8N^2\) flops and reads about \(8N^2\) bytes; vector operations, \(22N\) flops per step, are omitted. For a spectrum inside an interval of width \(\Delta\), with \(\ln r=\operatorname{arsinh}(2\eta/\Delta)\),
\[
|G-G_M|\le\frac4\eta\,\frac{r^{-2M}}{1-1/r}.
\]
Demanding \(|G-G_M|\le\tau/\Delta\) gives, for \(\eta\ll\Delta\),
\[
M\approx\frac{\Delta}{4\eta}\ln\frac{2\Delta^2}{\eta^2\tau}.
\]

**Matrix-free product.** With \(n=8\) local orbitals per cell, coefficients \(U_{aj}(\mathbf k)\) and density-density interactions \(W_{ab}(\mathbf R)\) (screened) and \(V_{ab}\) (exchange),
\[
K^d=\frac1{N_k}\sum_{ab}U^*_{ac}(\mathbf k)U_{ac'}(\mathbf k')\,U_{bv}(\mathbf k)U^*_{bv'}(\mathbf k')\sum_{\mathbf R}W_{ab}(\mathbf R)\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R},
\]
\(K^x=N_k^{-1}\sum_{ab}U^*_{ac}(\mathbf k)U_{av}(\mathbf k)V_{ab}U_{bc'}(\mathbf k')U^*_{bv'}(\mathbf k')\). A vector is written as matrices \(X(\mathbf k)\); \(U_c\), \(U_v\) hold the conduction and valence columns of \(U\), and
\[
\gamma(\mathbf k')=U_cXU_v^\dagger,\qquad \gamma(\mathbf R)=\frac1{N_k}\sum_{\mathbf k'}e^{i\mathbf k'\cdot\mathbf R}\gamma(\mathbf k').
\]
With a radix-2 estimate for the Fourier transforms, the product costs
\[
16N_k(nN_cN_v+n^2N_v)+10n^2N_k\log_2N_k+2n^2N_k+4N\quad\text{flops}.
\]
In the printed output at the end, `W` in `W = 0.6 Ha` means \(\Delta\), and `eps` means \(\tau\).

## Numbers for \(4\times4\times20^3\)

The chosen inputs are \(\Delta=0.6\) Ha (16.33 eV), \(\eta=0.004\) Ha (0.1088 eV), \(\tau=0.01\), a rate of \(10^{12}\) flop/s and a memory bandwidth of \(10^{11}\) byte/s. Then \(N=4\cdot4\cdot8000=128000\), \(N^2=1.6384\times10^{10}\), \(N^3=2.09715\times10^{15}\).

The matrix takes \(16N^2=262.14\) GB (244.14 GiB, with \(2^{30}\) bytes per GiB), one triangle 131.07 GB, matrix and eigenvectors 524.29 GB (\(131.07+262.14=393.2\) GB if only a triangle is kept, which the reduction above allows, with the vectors \(u\) stored in the cleared columns), the \(2N\) matrix 1048.6 GB, and one vector 2.048 MB.

The reduction costs \(\tfrac{16}{3}N^3=1.1185\times10^{16}\) flops and the back-transformation \(8N^3=1.6777\times10^{16}\), together \(2.7962\times10^{16}\) flops, or 7.77 h at the peak rate. The products \(Bu\) of the one-stage reduction read \(\tfrac83N^3=5.5924\times10^{15}\) bytes, which alone takes 15.5 h; the updates add further traffic, so this is a lower bound.

For the step count \(\Delta/\eta=150\), \(\ln r=0.013333\), \(1-1/r=0.013244\). The closed estimate is \(37.5\ln(2\cdot150^2/0.01)=574.5\), and the smallest integer that satisfies the bound is \(M=575\). One stored product costs \(8N^2=1.3107\times10^{11}\) flops, 0.131 s of arithmetic against 1.31 s of reading. All 575 cost \(7.5366\times10^{13}\) flops and 754 s. With all eigenvectors the flop ratio is \(5\cdot128000/(3\cdot575)=371\). The time ratio is then 37.1 when diagonalization is granted the peak rate, ten times smaller because the machine's flop rate is ten times its byte rate. For the spectrum alone the reduction suffices, and the flop ratio falls to \(2N/(3M)=148\). The flop counts would be equal at \(M=5N/3=2.13\times10^5\) with all eigenvectors and at \(M=2N/3=8.53\times10^4\) for the spectrum alone.

The stored matrix must first be built. For one pair \(\mathbf k,\mathbf k'\) of the local-orbital \(K^d\), the products \(U^*_{ac}U_{ac'}\) and \(U_{bv}U^*_{bv'}\) cost 128 cmadd each, the sum over \(b\) costs \(n^2N_v^2=1024\) and the sum over \(a\) costs \(nN_c^2N_v^2=2048\). That is 3328 cmadd for 256 elements, 13 per element, and \(8\cdot13\cdot N^2/2=8.52\times10^{11}\) flops for a triangle, equal to 6.5 stored products. This counts \(K^d\) only; if \(K^x\) is formed separately and stored as well, it adds \(n=8\) cmadd per element, 21 in all or 10.5 stored products. The lattice sums of \(W\) are not counted.

In the matrix-free product the band transforms cost \(16\cdot8000\cdot(128+256)=4.9152\times10^7\) flops. The Fourier transforms cost \(10\cdot64\cdot8000\cdot12.966\approx6.64\times10^7\). With the two small terms the sum is \(1.1707\times10^8\), which is 1120 times less than a stored product; the omitted \(22N\) would add about 2 %. Because of this and of the radix-2 estimate, the matrix-free flop counts and ratios are rough estimates, and their trailing digits only serve to trace the arithmetic. All 575 steps cost \(6.73\times10^{10}\) flops, \(4.15\times10^5\) times less than diagonalization with all eigenvectors. The memory is 8.192 MB for \(U\), 4.096 MB for \(W(\mathbf R)\), 1.024 MB for the transition energies, two work arrays of 8.192 MB and three vectors, \(8.192+4.096+1.024+16.384+6.144=35.84\) MB, or 7314 times less than the dense matrix. None of the counts includes the bands and the screening, which every route needs.

| route | memory | flops | growth with \(N_k\) (memory, flops) |
|---|---|---|---|
| diagonalization, full matrix and eigenvectors | 524 GB | \(2.80\times10^{16}\) | \(N_k^2\), \(N_k^3\) |
| iteration, stored triangle | 131 GB | \(7.54\times10^{13}\) | \(N_k^2\), \(N_k^2\) |
| iteration, matrix-free | 35.8 MB | \(6.73\times10^{10}\) | \(N_k\), \(N_k\log N_k\) |

Doubling the grid in each direction multiplies \(N_k\) by 8. The flops then grow by 512, by 64 and by about 9 (the factor 8, raised by the growth of the logarithm in the Fourier part, which is roughly half of the product), provided \(\eta\) is held fixed. If the finer grid is used to reduce \(\eta\), the sufficient \(M\) from the bound grows somewhat faster than \(1/\eta\), because of the logarithm.

## Test of the step count on a model insulator

The model has on-site energies \(-0.09,-0.06,-0.03,0\) Ha and \(0.25,0.28,0.31,0.34\) Ha, a random hopping matrix of norm 0.012 Ha along each of three lattice directions, \(W_{ab}(\mathbf R)=w_0/\sqrt{1+|\mathbf R+\mathbf s_a-\mathbf s_b|^2}\) with \(w_0=0.08\) Ha, lengths in lattice constants and random orbital positions \(\mathbf s_a\), a random positive \(V\) of norm 0.01 Ha, and a random dipole matrix. All are chosen inputs. On a grid of \(L^3\) points with even \(L\), each component of \(\mathbf R\) runs from \(-L/2\) to \(L/2-1\).

An added Hermitian term shifts each ordered eigenvalue by an amount between its own lowest and highest eigenvalue (Weyl's inequality). The three hoppings and their adjoints have total norm at most \(6\cdot0.012=0.072\) Ha, so transition energies lie between \(0.25-0.144=0.106\) and \(0.43+0.144=0.574\) Ha. The map from \(X(\mathbf k)\) to \(\sqrt{N_k}\,\gamma(\mathbf R)\) preserves the norm, because \(U_c\) and \(U_v\) have orthonormal columns and the transform so scaled is unitary. In that representation \(K^d\) multiplies by \(W_{ab}(\mathbf R)\in[0,w_0]\), so \(-K^d\) lies in \([-0.08,0]\) Ha. The expectation value of \(K^x\) is \(N_k\,\gamma_{\rm diag}(0)^\dagger V\gamma_{\rm diag}(0)\), with \(\gamma_{\rm diag}(0)\) the vector of the \(\gamma_{bb}(0)\). Since \(\sqrt{N_k}\,\gamma_{\rm diag}(0)\) is part of a unit vector, \(2K^x\) lies in \([0,0.02]\) Ha. The spectrum is therefore inside \([0.026,0.594]\) Ha on any grid, and \(\Delta=0.6\) Ha is safe.

On a \(4^3\) grid (\(N=1024\)) the matrix was built from the kernel formulas with explicit lattice sums and diagonalized numerically. It agreed with the matrix-free product to rounding error, as did sampled blocks of one column at \(20^3\). The spectrum runs from 0.1717 to 0.4245 Ha. On so small a grid the upper edge depends somewhat on how \(\mathbf R\) is cut at the cell boundary: with components from \(-1\) to 2 instead of \(-2\) to 1 it is 0.4202 Ha, while the lower edge moves by only about 0.0001 Ha. The lowest state lies below the smallest transition energy on this grid, 0.2278 Ha. That alone does not mark a bound state, because the average of \(W\) over so small a supercell, about 0.037 Ha, pulls the pair continuum down by a comparable amount (the upper edge lies 0.027 Ha below the largest transition energy, 0.4512 Ha); the lowest level is a bound exciton because it stays near 0.1715 Ha on finer grids, where this shift shrinks and the gap is about 0.226 Ha. On 601 equally spaced frequencies in \(0\le\omega\le0.6\) Ha the largest value of \(S\) is 8.964 Ha\(^{-1}\), and the largest error, with no reorthogonalization, was:

| \(M\) | \(\max\lvert G-G_M\rvert\) (Ha\(^{-1}\)) | bound, \(\Delta=0.6\) (Ha\(^{-1}\)) |
|---|---|---|
| 50 | 1.36 | \(1.99\times10^{4}\) |
| 100 | \(3.60\times10^{-2}\) | \(5.25\times10^{3}\) |
| 200 | \(2.36\times10^{-5}\) | \(3.65\times10^{2}\) |
| 300 | \(1.44\times10^{-8}\) | 25.3 |
| 575 | \(5.38\times10^{-13}\) | \(1.66\times10^{-2}\) |

The bound holds and is very loose here. Without reorthogonalization the entries from \(M=200\) on depend on rounding: a different order of the floating-point operations changes the \(M=200\) entry by about 2 % and the \(M=300\) entry by about 10 %, so only their leading digit and the rate of decay are meaningful. The tolerance \(\tau/\Delta=0.01667\) Ha\(^{-1}\) was met from 120 steps on, in a search by tens, not from 575. Much of the difference is the width. The true spectrum spans \(0.4245-0.1717=0.2528\) Ha, and the decay exponent \(4M\eta/\Delta\) is larger in the ratio \(0.6/0.2528\). Between \(M=200\) and 300 the bound for 0.6 Ha falls by a factor of about 14, the bound for the true width by about \(e^{1.6/0.2528}\approx560\), and the observed error by about 1600. Continuing that rate to \(M=575\) gives \(1.44\times10^{-8}/1600^{2.75}\approx2\times10^{-17}\) Ha\(^{-1}\). This is below what double precision can resolve in a \(G\) of size \(\pi\cdot8.964\approx28\) Ha\(^{-1}\), so the last entry of the table is read as rounding error rather than truncation error. On an \(8^3\) grid (\(N=8192\)), measured against the 575-step result as reference, the number was again 120, although \(N\) is eight times larger. It is not strictly constant: the upper edge of the spectrum rises as the supercell average of \(W\) shrinks, and at \(20^3\) about 130 steps are needed. That number belongs to this model and should not be carried over to a spectrum that fills 0.6 Ha. Using 575 in the estimate errs against the iteration.

In floating-point arithmetic the \(q_j\) lose orthogonality once an eigenvalue of \(T\) has converged, and \(T\) acquires repeated copies of it. The table shows that the broadened \(G_M\) still converges, but the eigenvalues of \(T\) must not be counted as exciton states. As described, a run yields \(G\) for one vector \(d\) and no exciton wavefunctions. Both limits can be relaxed. Three runs, one per Cartesian direction, give every light polarization if the overlaps of the \(q_j\) with the other two dipole vectors are recorded as well. A mixed element between \(d\) and another normalized dipole vector \(d'\) is then approximated by \(d'^\dagger Q(z-T)^{-1}e_1\). This rests on \(H^ld=QT^le_1\), which holds only for \(l\le M-1\), so the exponent \(2M\) in the error bound becomes \(M\) and the sufficient number of steps about doubles. The wavefunction of a converged, nondegenerate state with weight in \(d\) can be assembled, up to normalization, by running the recurrence a second time and summing the \(q_j\) with the components of the corresponding eigenvector of \(T\). A few low states can be had from an iterative eigensolver built on the same product, while a need for all of them brings back the \(16N^2\) bytes and the cubic cost. Beyond the Tamm-Dancoff approximation the orthogonality proof, which used \(H=H^\dagger\), fails, and neither the recurrence nor the bound on \(M\) carries over unchanged.

## Numbers as computed

```
Nv = 4, Nc = 4, Nk = 8000, orbitals n = 8, N = 128000
N^2 = 1.63840e+10, N^3 = 2.09715e+15, log2 Nk = 12.966
W = 0.6 Ha = 16.33 eV, eta = 0.004 Ha = 0.1088 eV
eps = 0.01, eps/W = 0.01667 1/Ha, W/eta = 150
rate = 1e+12 flop/s, bandwidth = 1e+11 byte/s
dense matrix = 262.14 GB
dense matrix = 244.14 GiB
one triangle = 131.07 GB
matrix + eigenvectors = 524.29 GB
beyond TDA (2N) matrix = 1048.6 GB
one vector = 2.048 MB
reduction = 1.1185e+16 flop
back-transformation = 1.6777e+16 flop
diagonalization, lower bound = 2.7962e+16 flop
  time at peak rate = 7.7672 h
one-stage reduction streams = 5.5924e+15 byte
  streaming time = 15.534 h
ln r = 0.013333 
1 - 1/r = 0.013244 
M from bound = 575 steps
M closed estimate = 574.48 steps
stored product = 1.3107e+11 flop
  compute time = 0.13107 s
  memory time (triangle) = 1.3107 s
M stored products = 7.5366e+13 flop
  memory time = 753.67 s
flop ratio diag/Lanczos = 371.01 
break-even M = 2.1333e+05 steps
time ratio peak diag/memory Lanczos = 37.101 
kernel build per element = 13 cmadd
kernel build, triangle = 8.5197e+11 flop
matrix-free band transforms = 4.9152e+07 flop
matrix-free FFTs = 6.6385e+07 flop
matrix-free product = 1.1707e+08 flop
M matrix-free products = 6.7317e+10 flop
ratio stored/free product = 1119.6 
ratio diag/free Lanczos = 4.1538e+05 
matrix-free memory = 35.84 MB
  U, and each of 2 work arrays = 8.192 MB
  W(R) = 4.096 MB
  energies = 1.024 MB
memory ratio dense/free = 7314.3 
counted N=30: reduction 17542, back 26040 cmadd; FFT L=256: 10240 flop
model on-site energies (Ha): [-0.09, -0.06, -0.03, 0.0, 0.25, 0.28, 0.31, 0.34]
model: hopping norm 0.012 Ha, w0 = 0.08 Ha, |V| = 0.01 Ha
4^3 (N=1024): spectrum 0.1717 to 0.4245 Ha, min gap 0.2278 Ha
4^3: peak of -Im G/pi = 8.964 1/Ha
M=50: max|G-G_M| = 1.36e+00, bound(W=0.6) = 1.99e+04 1/Ha
M=100: max|G-G_M| = 3.60e-02, bound(W=0.6) = 5.25e+03 1/Ha
M=200: max|G-G_M| = 2.36e-05, bound(W=0.6) = 3.65e+02 1/Ha
M=300: max|G-G_M| = 1.44e-08, bound(W=0.6) = 2.53e+01 1/Ha
M=575: max|G-G_M| = 5.38e-13, bound(W=0.6) = 1.66e-02 1/Ha
steps needed (multiples of 10): 4^3 120, 8^3 (N=8192) 120
```
